# Vacancies and self-interstitials in equilibrium silicon need not be equal in number

A silicon wafer without point defects or dislocations is brought suddenly to 1100 °C. Thermal agitation knocks an atom off its lattice site into the space between its neighbours. One such event, a Frenkel jump, makes one vacancy (V) and one self-interstitial (I), and the reverse event removes one of each. It seems to follow that a pure wafer left long enough at this temperature must hold as many vacancies as self-interstitials.

The argument is sound for every event inside the crystal. But the wafer has faces, and an atom can also come from a face or go to it. The following wafer ends with about twice as many vacancies as interstitials.

## The counter-example

The wafer is 725 µm thick. Its temperature is $T=1373.15$ K, so $k_BT=0.11833$ eV. The formation free energy of a defect, leaving out the entropy of choosing its site, is $g=H-TS$. The model takes these round values:

- vacancy: $H_V=3.8$ eV, $S_V=8k_B$, diffusivity $D_V=2\times10^{-5}$ cm²/s;
- interstitial: $H_I=4.0$ eV, $S_I=9k_B$, diffusivity $D_I=2\times10^{-4}$ cm²/s.

The site density is set to $C_s=4.997\times10^{22}$ cm⁻³ in the model. The interstitial is placed in a tetrahedral hole. The cubic cell of silicon has eight atoms and eight such holes, so $C_s$ serves for both defects.

With faces that exchange atoms freely, the equilibrium concentrations, marked by a star, are

$$C_V^*=C_s\,e^{-g_V/k_BT},\qquad C_I^*=C_s\,e^{-g_I/k_BT}, \tag{1}$$

as proved below. The exponents are

$$8-\frac{3.8}{0.11833}=-24.11,\qquad 9-\frac{4.0}{0.11833}=-24.80,$$

which give

$$C_V^*=1.68\times10^{12}\ \text{cm}^{-3},\qquad C_I^*=8.44\times10^{11}\ \text{cm}^{-3}.$$

The ratio is 1.99. The product is $K=C_V^*C_I^*=1.42\times10^{24}$ cm⁻⁶. If the wafer were sealed, so that no atom could join or leave a face, both concentrations would instead be $\sqrt K=1.19\times10^{12}$ cm⁻³.

The same wafer can be followed in time. The equations for diffusion, pair generation and recombination, derived below, were integrated from the perfect crystal, with the concentrations at both faces held at the values (1). At the mid-plane:

| $t$ (s) | $C_V$ (cm⁻³) | $C_I$ (cm⁻³) | $C_VC_I/K$ |
|---|---|---|---|
| 0.005 | 8.07e11 | 8.07e11 | 0.459 |
| 0.05 | 1.19e12 | 1.19e12 | 1.000 |
| 5 | 1.40e12 | 1.01e12 | 1.000 |
| 20 | 1.65e12 | 8.59e11 | 1.000 |
| 60 | 1.68e12 | 8.44e11 | 1.000 |

At 0.05 s the numbers are equal and the product has reached $K$. This is the state that the Frenkel argument predicts, but it does not last. Over the next tens of seconds the concentrations separate while their product stays at $K$. With sealed faces and everything else unchanged, both concentrations are still $1.19\times10^{12}$ cm⁻³ at 60 s. The exchange at the faces is therefore what makes the numbers unequal.

## The correct statement

Consider a dilute population of single vacancies and interstitials at fixed temperature and pressure, in a crystal without dislocations and with doping too weak to matter.

1. If the crystal can exchange atoms with its surface, each concentration has its own equilibrium value (1). The two are equal only if $g_V=g_I$.
2. If recombination is in balance but exchange with the surface is not, the product law $C_VC_I=K$ holds and the individual values are not fixed by it. They depend on the excess $C_V-C_I$ that the region happens to contain.

The product law is thus the weaker condition. Full equilibrium satisfies it and fixes the individual concentrations as well.

## Proof for a crystal with a surface

Let the crystal have $A$ atoms, $N$ lattice sites, $n_V$ vacancies and $n_I$ interstitials. The atoms are those on sites plus those between them, $A=(N-n_V)+n_I$, so

$$N=A+n_V-n_I. \tag{2}$$

To make a vacancy alone, an atom is moved from the interior to a step on the surface, which adds a site. To make an interstitial alone, an atom is taken from a step into the interior, which removes a site. Neither event needs the other, so $n_V$ and $n_I$ are independent variables.

The energies $g_V$ and $g_I$ refer to these two events. Adding an atom at a kink in a step leaves another kink just like it, so the only lasting change is that the crystal has grown by one atom. An atom at the surface reservoir therefore counts as an atom of the bulk crystal.

With the defects placed independently, the free energy is

$$G=G_0+n_Vg_V+n_Ig_I-k_BT\ln W,\qquad W=\binom{N}{n_V}\binom{N}{n_I}.$$

For large numbers Stirling's formula gives

$$\ln\binom{N}{n}\simeq N\ln N-n\ln n-(N-n)\ln(N-n).$$

Its derivatives, with $x=n/N$, are

$$\frac{\partial}{\partial n}\ln\binom Nn=\ln\frac{1-x}{x},\qquad \frac{\partial}{\partial N}\ln\binom Nn=-\ln(1-x).$$

By (2), raising $n_V$ by one also raises $N$ by one, so both factors of $W$ contribute:

$$\frac{\partial\ln W}{\partial n_V}=\ln\frac{1-x_V}{x_V}-\ln(1-x_V)-\ln(1-x_I)=-\ln x_V-\ln(1-x_I).$$

Raising $n_I$ by one lowers $N$ by one, which reverses the sign of the last two terms:

$$\frac{\partial\ln W}{\partial n_I}=\ln\frac{1-x_I}{x_I}+\ln(1-x_V)+\ln(1-x_I).$$

The terms $\ln(1-x)\simeq-x$ are negligible in the wafer, where $x$ is a few times $10^{-11}$. Setting both derivatives of $G$ to zero leaves

$$g_V+k_BT\ln x_V=0,\qquad g_I+k_BT\ln x_I=0. \tag{3}$$

In the dilute limit the second derivatives of $G$ are $k_BT/n_V$ and $k_BT/n_I$, both positive, and the mixed derivative is at most of order $k_BT/N$, which is negligible beside them, so this is a minimum. Multiplying $x_V$ and $x_I$ by $C_s$ gives (1).

Dividing the two results shows what sets the ratio:

$$\frac{C_V^*}{C_I^*}=e^{(g_I-g_V)/k_BT}=\exp\left[\frac{H_I-H_V}{k_BT}-\frac{S_I-S_V}{k_B}\right].$$

For the wafer this is $\exp(0.2/0.11833-1)=1.99$. The ratio is one at a single temperature, $T=(H_I-H_V)/(S_I-S_V)=2321$ K, far above the melting point near 1700 K. In this model solid silicon never reaches equality. At 1685 K, close to melting, the model gives $6.4\times10^{14}$ vacancies and $4.4\times10^{14}$ interstitials per cm³.

## Proof for a sealed crystal

Without exchange at a surface, $N$ is constant and so is the excess $M=n_V-n_I$. The only possible change is $dn_V=dn_I$. Then

$$\frac{dG}{dn_I}=g_V+g_I-k_BT\left[\ln\frac{1-x_V}{x_V}+\ln\frac{1-x_I}{x_I}\right]=0.$$

Dropping $x$ beside one again,

$$x_Vx_I=e^{-(g_V+g_I)/k_BT},\qquad\text{or}\qquad C_VC_I=K. \tag{4}$$

One condition has replaced the two in (3), and it is their sum. The surface has dropped out of the energy too: taking an atom from a site to a step and then from the step to a hole costs $g_V+g_I$, and the step ends as it began.

The second condition is the conserved excess. Write $P=N^2e^{-(g_V+g_I)/k_BT}$. Inserting $n_V=n_I+M$ in $n_Vn_I=P$ gives $n_I^2+Mn_I-P=0$, whose positive root leads to

$$n_I=-\frac M2+\sqrt{\frac{M^2}{4}+P},\qquad n_V=\frac M2+\sqrt{\frac{M^2}{4}+P}. \tag{5}$$

Equal numbers follow for $M=0$. A crystal sealed with an excess keeps unequal numbers, so even sealing does not by itself guarantee equality.

These formulas can be compared with explicit sums over all defect numbers in a small crystal of $10^6$ atoms or sites, with Boltzmann factors $e^{-g_V/k_BT}=4\times10^{-4}$ and $e^{-g_I/k_BT}=10^{-4}$.

- With a surface, (3) predicts 400 vacancies and 100 interstitials. The sum gives means of 400.2 and 100.0.
- Sealed with $M=0$, (5) predicts 200 of each. The sum gives 199.7.
- Sealed with $M=-300$, the root is $\sqrt{22500+40000}=250$, so (5) predicts 100 and 400. The sum gives 99.8 and 399.8.

In the last case interstitials dominate although vacancies are cheaper to make. The product of the means is within 0.3 % of 40 000 in all three cases.

## A surface that is not a neutral reservoir

Suppose each atom added to the surface costs an extra free energy $\delta$. Making a vacancy adds a surface atom, so $g_V$ becomes $g_V+\delta$. Making an interstitial removes one, so $g_I$ becomes $g_I-\delta$. Hence

$$C_V=C_V^*e^{-\delta/k_BT},\qquad C_I=C_I^*e^{+\delta/k_BT},\qquad C_VC_I=K.$$

For the small crystal with $\delta=k_BT\ln4$, the prediction is 100 vacancies and 400 interstitials, and the sum gives 100.0 and 399.5. The surface condition moves the two concentrations in opposite directions and leaves the product alone.

## Why the product settles first

Recombination requires an interstitial to diffuse to a vacancy. Seen from the vacancy, the interstitial diffuses with $D_I+D_V$. If it is captured at distance $r$, the steady profile is $C_I(1-r/\rho)$ at distance $\rho$. Its slope at $\rho=r$ is $C_I/r$, so the inflow is $4\pi r^2(D_I+D_V)C_I/r$. The recombination rate per volume is therefore $kC_IC_V$ with

$$k=4\pi r(D_I+D_V).$$

For $r=0.5$ nm this is $4\pi(5\times10^{-8})(2.2\times10^{-4})=1.38\times10^{-10}$ cm³/s. The generation rate does not depend on the concentrations of dilute defects, and it must cancel recombination at equilibrium, so it equals $kK$. With $x$ now the depth in the wafer,

$$\frac{\partial C_V}{\partial t}=D_V\frac{\partial^2C_V}{\partial x^2}-k(C_IC_V-K),\qquad \frac{\partial C_I}{\partial t}=D_I\frac{\partial^2C_I}{\partial x^2}-k(C_IC_V-K). \tag{6}$$

**First stage.** Deep inside the initially perfect wafer the concentrations are uniform and equal, $C_V=C_I=C$, so $dC/dt=k(K-C^2)$. With $u=C/\sqrt K$ this becomes $du/(1-u^2)=k\sqrt K\,dt$, and integration from $u=0$ gives

$$C=\sqrt K\,\tanh(k\sqrt K\,t).$$

The time scale is $1/(k\sqrt K)=6.1$ ms. At 5 ms, $\tanh(5/6.07)=0.677$ and $C=8.07\times10^{11}$ cm⁻³, as in the first row of the table.

**Second stage.** Subtracting the equations (6) removes generation and recombination. The excess $\Delta=C_V-C_I$ obeys

$$\frac{\partial\Delta}{\partial t}=\frac{\partial^2}{\partial x^2}(D_VC_V-D_IC_I).$$

Only transport can change it, and its total over the wafer changes only by transport to or from the faces. Since $C_VC_I=K$ now holds locally, small changes satisfy $C_I\,dC_V+C_V\,dC_I=0$. Together with $d\Delta=dC_V-dC_I$ this gives

$$dC_V=\frac{C_V}{C_V+C_I}\,d\Delta,\qquad dC_I=-\frac{C_I}{C_V+C_I}\,d\Delta.$$

Hence $D_V\,dC_V-D_I\,dC_I=D_{\rm eff}\,d\Delta$, with

$$D_{\rm eff}=\frac{D_VC_V+D_IC_I}{C_V+C_I}.$$

At the equilibrium concentrations the numerator is $3.4\times10^7+1.69\times10^8$ in cm⁻¹s⁻¹, and $D_{\rm eff}=8.0\times10^{-5}$ cm²/s. Interstitials carry about five sixths of the transport. They leave through the faces, and Frenkel pairs form to restore the product, which leaves vacancies behind.

Near equilibrium $D_{\rm eff}$ is nearly constant. The remaining deviation of $\Delta$ vanishes at both faces, and its slowest part is $\sin(\pi x/L)\,e^{-t/\tau}$, where $L$ is the thickness and

$$\tau=\frac{L^2}{\pi^2D_{\rm eff}}=\frac{(0.0725)^2}{\pi^2(8.01\times10^{-5})}=6.65\ \text{s}.$$

The integration of (6) gives the same 6.65 s from the decay between 40 s and 50 s.

For comparison, a small equal change $y$ of both concentrations near equilibrium obeys $dy/dt=-k(C_V^*+C_I^*)y$ and decays in 2.9 ms. The factor of about 2300 between the two times is why there is a long period in which the product law holds and the separate laws do not.

This exchange hardly alters the faces. The net number of atoms moved to each face is $(C_V^*-C_I^*)L/2$, or $4.5\times10^{-5}$ of one (100) atomic layer.

## Real silicon and the limits of the numbers

The formation energies, entropies and diffusivities are round values in the rough range used for silicon, where they are uncertain. An error of 0.1 eV in $H_I-H_V$ changes the ratio $C_V^*/C_I^*$ by a factor 2.33, more than the ratio itself, so the example does not establish which defect dominates in a real wafer at 1100 °C. Real wafers also contain oxygen precipitates, grown-in defects and impurities that trap interstitials, so the time of 6.65 s is an estimate for the ideal wafer only. Dislocations, where present, can emit or absorb one kind of defect alone, as a face does, so a crystal that contains them need not keep its excess even when its faces are sealed. An oxidising face injects interstitials and breaks the assumption of a neutral reservoir. If both faces acted like $\delta=k_BT\ln2$, $C_I$ would double and $C_V$ would halve throughout the wafer, and the ratio would fall from 1.99 to 0.50. With one such face and one neutral face, these values would hold only beside the first.

The tanh law and the first row of the table assume sudden heating. Pair generation rises so steeply with temperature that only the last part of a ramp counts. With time counted from the end of a linear ramp from 300 K, a ramp of 6 ms raises the value at 5 ms by about 1.5 %, one of 20 ms by about 5 % and one of 60 ms by about 12 %. In a slower ramp pairs already form during the heating, and after a ramp of tens of seconds the two numbers may already differ when 1100 °C is reached.

The order of the two stages depends on fast recombination, and the duration of the second also depends on how active the faces are. An energy barrier $E$ to recombination lowers $k$. If it multiplied $k$ by $e^{-E/k_BT}$, the two times would become equal for $E=k_BT\ln(\tau/2.86\ \text{ms})=0.92$ eV. The early period of equal numbers with $C_VC_I=K$ is lost sooner, near $E=0.5$ eV, because the mid-plane numbers begin to separate after about a second. In (6) with $k$ so reduced, the mid-plane product reaches $0.99K$ at 0.8 s with nearly equal numbers for $E=0.45$ eV, but only at about 10 s, with $C_V/C_I\approx1.6$, for $E=0.55$ eV. At 0.92 eV the interstitials arriving from the faces outnumber the vacancies at first. These barriers are rough estimates: $k$ is already limited by diffusion, so a barrier a few tenths of a nanometre wide lowers it by less than that factor. To lower $k$ by the factor of 2300, a barrier 0.1 to 0.3 nm wide must be about 0.1 to 0.2 eV higher than 0.92 eV if it is flat-topped, and about 0.3 to 0.4 eV higher if it is parabolic. If instead the faces exchange atoms slowly, let $\Delta'=\Delta-(C_V^*-C_I^*)$ be the deviation of the excess from its final value. Faces that remove this deviation with a velocity $s$ take away $2s\Delta'$ per area and time from a content $L\Delta'$, so it decays in a time $L/(2s)$ when the faces are much slower than diffusion. This expression equals $\tau$ at $s=5.5\times10^{-3}$ cm/s, where both steps count and the decay takes nearly twice as long as $\tau$. Slower faces would delay the final state further without changing it.

Charged defects depend on the Fermi level. The concentration of a singly negative defect, relative to the neutral one, is proportional to the electron density $n$. The intrinsic density $n_i$ at 1100 °C is roughly $1.4\times10^{19}$ cm⁻³, so $10^{15}$ donors per cm³ change $n/n_i$ by only $4\times10^{-5}$. With $10^{20}$ donors per cm³, $n/n_i$ is about 7, and the proportionality to $n$ holds only to roughly 10 %, because the electrons begin to be degenerate. The total concentrations then have a different $K$, although a product law still holds at each fixed Fermi level.

Pairing of vacancies is a small correction here. There are two nearest-neighbour bonds per atom, so a binding energy of roughly 1.5 eV gives $2x_Ve^{1.5/0.11833}=2\times10^{-5}$ divacancies per vacancy. Thermal expansion lowers $C_s$ by about 1 %.

Temperature of use is a different matter. Carried down to 300 K, (1) gives $C_V^*\approx2\times10^{-38}$ cm⁻³, less than one vacancy in any wafer. Defects found in a cold wafer are left over from its history, for example from cooling or irradiation, and neither their numbers nor their product can be read from the equilibrium laws at that temperature. The numerical output lists the values used here.

## Table of computed values

```
SMALL CRYSTAL, explicit sums: mean n_V, n_I, product
atoms or sites 1e+06; factors x_V 4e-04, x_I 1e-04
open surface: 400.2, 100.0, 40004
open, surface atom costs kT ln 4: 100.0, 399.5, 39956
sealed, excess 0: 199.7, 199.7, 39884
sealed, excess -300: 99.8, 399.8, 39900
tetrahedral sites per atom: 1
SILICON WAFER, round model parameters
T = 1373.15 K, kT = 0.1183 eV, thickness 725 um
H_V = 3.8 eV, S_V = 8.0 k; H_I = 4.0 eV, S_I = 9.0 k
D_V = 2e-05 cm2/s, D_I = 2e-04 cm2/s
capture radius = 0.5 nm
site density C_s = 4.997e+22 cm^-3
equilibrium C_V = 1.683e+12 cm^-3
equilibrium C_I = 8.441e+11 cm^-3
ratio C_V/C_I = 1.99
product K = 1.421e+24 cm^-6
sqrt(K) = 1.192e+12 cm^-3
recombination coefficient k = 1.382e-10 cm3/s
pair generation time 1/(k sqrt K) = 6.07 ms
recombination time near equilibrium = 2.86 ms
D_eff = 8.012e-05 cm2/s
surface time, formula = 6.65 s
surface time, simulation = 6.65 s
Mid-plane, open faces: t (s), C_V, C_I (cm^-3), C_V C_I/K
 0.005  8.072e+11  8.072e+11  0.4586
 0.050  1.192e+12  1.192e+12  1.0000
 1.000  1.201e+12  1.183e+12  0.9999
 5.000  1.401e+12  1.014e+12  0.9998
20.000  1.654e+12  8.593e+11  1.0000
40.000  1.682e+12  8.449e+11  1.0000
50.000  1.683e+12  8.443e+11  1.0000
60.000  1.683e+12  8.442e+11  1.0000
sealed faces, 60 s: C_V = 1.192e+12, C_I = 1.192e+12 cm^-3
LIMITS OF THE MODEL
at 1685 K (about melting): C_V = 6.42e+14, C_I = 4.40e+14 cm^-3
temperature of formal equality = 2321 K
0.1 eV error in H_I - H_V: ratio changes by x2.33
barrier making both times equal = 0.92 eV
surface velocity that matches diffusion = 5.5e-03 cm/s
net atoms moved to each face = 4.5e-05 of a (100) layer
n_i at anneal, rough = 1.4e+19 cm^-3
n/n_i - 1 for 1e15 cm^-3 donors = 3.6e-05
n/n_i for 1e20 cm^-3 donors = 7.4
divacancies per vacancy (1.5 eV binding) = 2.2e-05
volume expansion from 300 K, rough = 1.3 %
formal equilibrium C_V at 300 K = 2e-38 cm^-3
```
